# Quasi-cubic relations for wurtzite valence-band deformation potentials: test program

```python
# Result under test: the six-fold-symmetric part of the cubic valence-band
# strain Hamiltonian, seen in [111] axes, has the wurtzite form with
#   D1 - D2 = -D3,   D3 = -2 D4,   D3 + 4 D5 = sqrt(2) D6.
# a, b, d : cubic deformation potentials (electron energy, eV)
# D1..D6  : wurtzite deformation potentials (eV)
# e_ij    : tensor strain; film axes x=[11-2], y=[-110], z=[111]
# L       : orbital angular momentum 1 in the real basis x, y, z
# The relations are tested by exact algebra and, separately, by a
# nearest-neighbour sp3 tight-binding model of zincblende and wurtzite.
import numpy as np
import sympy as sp
from scipy import constants as const

# ---------- exact algebra ----------
strain_symbols = sp.symbols('exx eyy ezz exy exz eyz', real=True)
exx, eyy, ezz, exy, exz, eyz = strain_symbols
a, b, d = sp.symbols('a b d', real=True)
D_symbols = sp.symbols('D1:7', real=True)
D1, D2, D3, D4, D5, D6 = D_symbols
one = sp.eye(3)
L = [sp.Matrix(3, 3, lambda j, k, i=i: -sp.I * sp.LeviCivita(i, j, k))
     for i in range(3)]
film_strain = sp.Matrix([[exx, exy, exz], [exy, eyy, eyz], [exz, eyz, ezz]])
R = sp.Matrix([[1/sp.sqrt(6), 1/sp.sqrt(6), -2/sp.sqrt(6)],
               [-1/sp.sqrt(2), 1/sp.sqrt(2), 0],
               [1/sp.sqrt(3), 1/sp.sqrt(3), 1/sp.sqrt(3)]])
assert sp.simplify(R * R.T - one) == sp.zeros(3) and sp.simplify(R.det()) == 1


def anti(A, B):
    return A * B + B * A


def cubic_hamiltonian(e):
    H = a * e.trace() * one
    for i in range(3):
        H -= 3 * b * (L[i]**2 - sp.Rational(2, 3) * one) * e[i, i]
        for j in range(i):
            H -= sp.sqrt(3) * d * anti(L[i], L[j]) * e[i, j]
    return H


rotated = (R * cubic_hamiltonian(R.T * film_strain * R) * R.T).expand()
half_turn = sp.diag(-1, -1, 1)
turned = half_turn * rotated.subs({exz: -exz, eyz: -eyz},
                                  simultaneous=True) * half_turn
sixfold = ((rotated + turned) / 2).expand()
remainder = (rotated - sixfold).expand()

Lp = (L[0] + sp.I * L[1]) / sp.sqrt(2)
Lm = (L[0] - sp.I * L[1]) / sp.sqrt(2)
wurtzite = ((D1*one + D3*L[2]**2) * ezz + (D2*one + D4*L[2]**2) * (exx + eyy)
            - D5 * (Lp**2 * (exx - eyy - 2*sp.I*exy)
                    + Lm**2 * (exx - eyy + 2*sp.I*exy))
            - D6 * (anti(L[2], Lp) * (exz - sp.I*eyz)
                    + anti(L[2], Lm) * (exz + sp.I*eyz))).expand()

# constants read from single matrix elements of the rotated Hamiltonian
r1 = sixfold[2, 2].diff(ezz)
r2 = sixfold[2, 2].diff(exx)
r3 = sixfold[0, 0].diff(ezz) - r1
r4 = (sixfold[0, 0] + sixfold[1, 1]).diff(exx) / 2 - r2
r5 = sixfold[0, 1].diff(exy) / 2
r6 = sixfold[0, 2].diff(exz) / sp.sqrt(2)
read = [r1, r2, r3, r4, r5, r6]
# every other element must then agree too
assert sp.simplify(sixfold - wurtzite.subs(dict(zip(D_symbols, read)))) \
    == sp.zeros(3)
s3 = sp.sqrt(3)
D_formula = [a + 2*d/s3, a - d/s3, -s3*d, s3*d/2, b/2 + d/s3,
             (2*b + d/s3)/sp.sqrt(2)]
assert all(sp.simplify(u - v) == 0 for u, v in zip(read, D_formula))
assert sp.simplify(r1 - r2 + r3) == 0
assert sp.simplify(r3 + 2*r4) == 0
assert sp.simplify(r3 + 4*r5 - sp.sqrt(2)*r6) == 0
kappa = (b - d/s3) / sp.sqrt(2)
remainder_formula = kappa * sp.Matrix([[-2*exz, 2*eyz, eyy - exx],
                                       [2*eyz, 2*exz, 2*exy],
                                       [eyy - exx, 2*exy, 0]])
assert sp.simplify(remainder - remainder_formula) == sp.zeros(3)

# direction-cosine sums over the three cubic axes
cosine_sum = {}
for name in ('zzzz', 'xxzz', 'yyzz', 'xxxx', 'yyyy', 'xxyy', 'xxxz', 'xyyz'):
    idx = ['xyz'.index(ch) for ch in name]
    cosine_sum[name] = float(sum(sp.prod([R[i, c] for i in idx])
                                 for c in range(3)))
expected_sum = dict(zzzz=1/3, xxzz=1/3, yyzz=1/3, xxxx=1/2, yyyy=1/2,
                    xxyy=1/6, xxxz=-np.sqrt(2)/6, xyyz=np.sqrt(2)/6)
assert all(abs(cosine_sum[k] - expected_sum[k]) < 1e-12 for k in expected_sum)

# ---------- numerical versions ----------
wz_function = sp.lambdify([strain_symbols, D_symbols], wurtzite, 'numpy')
rot_function = sp.lambdify([strain_symbols, (a, b, d)], rotated, 'numpy')


def six(e):
    return [e[0, 0], e[1, 1], e[2, 2], e[0, 1], e[0, 2], e[1, 2]]


def real_matrix(M):
    M = np.array(M, dtype=complex)
    assert np.max(abs(M.imag)) < 1e-10
    return M.real


def wz_matrix(e, D):
    return real_matrix(wz_function(six(e), list(D)))


def rot_matrix(e, abd):
    return real_matrix(rot_function(six(e), list(abd)))


rng = np.random.default_rng(4)
random_strain = rng.normal(size=(3, 3))
random_strain = (random_strain + random_strain.T) / 2
angle = np.radians(37.0)
Q = np.array([[np.cos(angle), -np.sin(angle), 0],
              [np.sin(angle), np.cos(angle), 0], [0, 0, 1]])
test_D = rng.normal(size=6)
assert np.allclose(wz_matrix(Q @ random_strain @ Q.T, test_D),
                   Q @ wz_matrix(random_strain, test_D) @ Q.T, atol=1e-10)

# ---------- tight-binding crystals ----------
bond_length = 2.0                                   # angstrom
onsite_anion, onsite_cation = (-12.0, 0.0), (-5.0, 4.0)   # s, p in eV
ss_sigma, sp_sigma, pp_sigma, pp_pi = -2.5, 3.5, 6.0, -1.5
tetra_cubic = bond_length / np.sqrt(3) * np.array(
    [[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
tetra_film = tetra_cubic @ np.array(R.evalf(17), dtype=float).T
turn = np.diag([-1.0, -1.0, 1.0])
ZB_CUBIC = [tetra_cubic]
ZB_FILM = [tetra_film]
WURTZITE = [tetra_film, tetra_film @ turn]


def hopping(v):
    r = np.linalg.norm(v)
    u = v / r
    B = np.zeros((4, 4))
    B[0, 0] = ss_sigma
    B[0, 1:] = sp_sigma * u
    B[1:, 0] = -sp_sigma * u
    B[1:, 1:] = (pp_sigma - pp_pi) * np.outer(u, u) + pp_pi * np.eye(3)
    return B * (bond_length / r)**2


def crystal(layers, e, shift=np.zeros(3)):
    """Zone-centre Hamiltonian; first bond of each anion leads to the
    next layer; shift is added to every anion-to-cation vector."""
    n = len(layers)
    H = np.zeros((8*n, 8*n))
    for l, bonds in enumerate(layers):
        A = slice(8*l, 8*l + 4)
        H[A, A] += np.diag([onsite_anion[0]] + [onsite_anion[1]]*3)
        C = slice(8*l + 4, 8*l + 8)
        H[C, C] += np.diag([onsite_cation[0]] + [onsite_cation[1]]*3)
        for k, t in enumerate(bonds):
            m = (l + 1) % n if k == 0 else l
            C = slice(8*m + 4, 8*m + 8)
            B = hopping(t + e @ t + shift)
            H[A, C] += B
            H[C, A] += B.T
    return H


def uniform_p(layers):
    n = len(layers)
    P = np.zeros((8*n, 3))
    for l in range(n):
        for i in range(3):
            P[8*l + 1 + i, i] = 1 / np.sqrt(n)
    return P


def valence_frame(layers):
    E, V = np.linalg.eigh(crystal(layers, np.zeros((3, 3))))
    P = uniform_p(layers)
    chosen = np.sum((V.T @ P)**2, axis=1) > 0.5
    assert chosen.sum() == 3 and np.ptp(E[chosen]) < 1e-9
    U = V[:, chosen]
    left, _, right = np.linalg.svd(U.T @ P)
    return E[chosen].mean(), U @ left @ right


def no_shift(e):
    return np.zeros(3)


def first_order(layers, e, rule=no_shift, h=1e-4):
    _, F = valence_frame(layers)
    dH = (crystal(layers, h*e, h*rule(e))
          - crystal(layers, -h*e, -h*rule(e))) / (2*h)
    return F.T @ dH @ F


def unit(i, j):
    e = np.zeros((3, 3))
    e[i, j] = e[j, i] = 1.0
    return e


def wurtzite_constants(rule=no_shift):
    Wz = first_order(WURTZITE, unit(2, 2), rule)
    Wx = first_order(WURTZITE, unit(0, 0), rule)
    c1, c2 = Wz[2, 2], Wx[2, 2]
    return np.array([c1, c2, Wz[0, 0] - c1, (Wx[0, 0] + Wx[1, 1])/2 - c2,
                     first_order(WURTZITE, unit(0, 1), rule)[0, 1] / 2,
                     first_order(WURTZITE, unit(0, 2), rule)[0, 2]
                     / np.sqrt(2)])


def violations(D):
    return np.array([D[0] - D[1] + D[2], D[2] + 2*D[3],
                     D[2] + 4*D[4] - np.sqrt(2)*D[5]])


W_diag = first_order(ZB_CUBIC, unit(0, 0))
W_shear = first_order(ZB_CUBIC, unit(0, 1))
tb_abd = np.array([(W_diag[0, 0] + 2*W_diag[1, 1])/3,
                   (W_diag[0, 0] - W_diag[1, 1])/3,
                   W_shear[0, 1]/np.sqrt(3)])
tb_D = wurtzite_constants()
formula_function = sp.lambdify([(a, b, d)], D_formula, 'numpy')
# tolerance: finite-difference error of order h^2 times tens of eV
assert np.allclose(tb_D, formula_function(list(tb_abd)), atol=1e-5)
assert np.max(abs(violations(tb_D))) < 1e-5
recovered = np.array([(tb_D[0] + 2*tb_D[1])/3, 2*tb_D[4] + 2*tb_D[2]/3,
                      -tb_D[2]/np.sqrt(3)])
assert np.allclose(recovered, tb_abd, atol=1e-5)
assert np.allclose(first_order(WURTZITE, random_strain),
                   wz_matrix(random_strain, tb_D), atol=1e-4)
# a single orientation keeps the three-fold remainder
zb_film = first_order(ZB_FILM, random_strain)
assert np.allclose(zb_film, rot_matrix(random_strain, tb_abd), atol=1e-4)
tb_kappa = (tb_abd[1] - tb_abd[2]/np.sqrt(3)) / np.sqrt(2)
assert abs(tb_kappa) > 0.01
assert np.max(abs(zb_film - wz_matrix(random_strain, tb_D))) > 1e-3

# internal axial shifts, in angstrom per unit strain
shift_rate = 0.2


def cubic_like_shift(e):
    return np.array([0, 0, shift_rate * (e[2, 2] - (e[0, 0] + e[1, 1])/2)])


def axial_only_shift(e):
    return np.array([0, 0, shift_rate * e[2, 2]])


broken_cubic_like = violations(wurtzite_constants(cubic_like_shift))
broken_axial = violations(wurtzite_constants(axial_only_shift))
assert np.max(abs(broken_cubic_like[:2])) < 1e-5
assert abs(broken_cubic_like[2]) > 0.05
assert abs(broken_axial[0]) > 0.05

# ---------- worked example: compressed film, round parameters ----------
abd = np.array([2.0, -2.0, -5.0])
D = np.array(formula_function(list(abd)), dtype=float)
strain = np.array([[-0.011, 0, 0.002], [0, -0.009, 0], [0.002, 0, 0.005]])
crystal_field, spin_orbit = 0.020, 0.015
field_term = crystal_field * np.diag([1.0, 1.0, 0.0])
H = wz_matrix(strain, D) + field_term
edges = np.linalg.eigvalsh(H)[::-1]
in_plane = strain[0, 0] + strain[1, 1]
E_z = D[0]*strain[2, 2] + D[1]*in_plane
axial_split = crystal_field + D[2]*strain[2, 2] + D[3]*in_plane
aniso = D[4] * (strain[0, 0] - strain[1, 1])
shear = np.sqrt(2) * D[5] * strain[0, 2]
E_x, E_y = E_z + axial_split + aniso, E_z + axial_split - aniso
root = np.sqrt(((E_x - E_z)/2)**2 + shear**2)
closed = np.sort([E_y, (E_x + E_z)/2 + root, (E_x + E_z)/2 - root])[::-1]
assert np.allclose(edges, closed, atol=1e-12)

# effects left out of the example
L_num = [np.array(M.tolist(), dtype=complex) for M in L]
pauli = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
LS = sum(np.kron(l, s) for l, s in zip(L_num, pauli))
so_term = spin_orbit / 3 * LS
assert abs(np.ptp(np.linalg.eigvalsh(so_term)) - spin_orbit) < 1e-12
six_edges = np.linalg.eigvalsh(np.kron(H, np.eye(2)) + so_term)[::-1]
assert np.allclose(six_edges[::2], six_edges[1::2], atol=1e-10)
so_change = np.max(abs(six_edges[::2] - edges))
D_off = D.copy()
D_off[3] *= 1.2
off_edges = np.linalg.eigvalsh(wz_matrix(strain, D_off) + field_term)[::-1]
off_change = abs((off_edges[0] - off_edges[2]) - (edges[0] - edges[2]))
kept_edges = np.linalg.eigvalsh(rot_matrix(strain, abd) + field_term)[::-1]
kept_change = np.max(abs(kept_edges - edges))


def beyond_first_order(scale):
    E0, _ = valence_frame(WURTZITE)
    E, V = np.linalg.eigh(crystal(WURTZITE, scale*strain))
    weight = np.sum((V.T @ uniform_p(WURTZITE))**2, axis=1)
    true_levels = np.sort(E[np.argsort(weight)[-3:]])
    linear = E0 + np.linalg.eigvalsh(wz_matrix(scale*strain, tb_D))
    return np.max(abs(true_levels - linear))


second_order = beyond_first_order(1.0)
order_ratio = beyond_first_order(0.5) / beyond_first_order(0.25)
assert 3.6 < order_ratio < 4.4
e31, e33, permittivity = -0.5, 1.0, 10.0
polarization = e31*in_plane + e33*strain[2, 2]
piezo_field = abs(polarization) / (const.epsilon_0 * permittivity)   # V/m
thermal = const.k * 300.0 / const.e

# ---------- printed numbers ----------
print("TIGHT-BINDING TEST (homogeneous strain)")
print(f"bond length = {bond_length:.1f} angstrom")
print("onsite s, p: anion %.0f, %.0f; cation %.0f, %.0f eV"
      % (onsite_anion + onsite_cation))
print(f"hoppings ss, sp, pp-sigma, pp-pi = {ss_sigma}, {sp_sigma}, "
      f"{pp_sigma}, {pp_pi} eV, scaling as 1/length^2")
print("zincblende a, b, d = %.4f, %.4f, %.4f eV" % tuple(tb_abd))
for i in range(6):
    print(f"wurtzite D{i+1} = {tb_D[i]:.4f} eV")
print(f"largest violation of the relations = "
      f"{np.max(abs(violations(tb_D))):.1e} eV")
print(f"three-fold strength kappa in zincblende = {tb_kappa:.4f} eV")
print(f"internal shift rate = {shift_rate:.1f} angstrom per unit strain")
print("violations D1-D2+D3, D3+2D4, D3+4D5-sqrt2*D6:")
print("  cubic-like shift: %.3f, %.3f, %.3f eV"
      % tuple(np.round(broken_cubic_like, 3) + 0.0))
print("  shift from ezz only: %.3f, %.3f, %.3f eV"
      % tuple(np.round(broken_axial, 3) + 0.0))
print("WORKED EXAMPLE (round parameters)")
print("a, b, d = %.1f, %.1f, %.1f eV" % tuple(abd))
for i in range(6):
    print(f"D{i+1} = {D[i]:.4f} eV")
print(f"D3+4*D5 = {D[2] + 4*D[4]:.4f} eV; "
      f"sqrt2*D6 = {np.sqrt(2)*D[5]:.4f} eV")
print(f"kappa = {(abd[1] - abd[2]/np.sqrt(3))/np.sqrt(2):.4f} eV")
print("strain exx, eyy, ezz, exz = %.3f, %.3f, %.3f, %.3f (no unit)"
      % (strain[0, 0], strain[1, 1], strain[2, 2], strain[0, 2]))
print(f"crystal-field splitting = {crystal_field:.3f} eV")
print(f"Hxx, Hyy, Hzz = {H[0,0]:.4f}, {H[1,1]:.4f}, {H[2,2]:.4f} eV")
print(f"Hxz = {H[0,2]:.4f} eV")
print(f"axial splitting, crystal field plus strain = {axial_split:.4f} eV")
print("band edges, top to bottom = %.4f, %.4f, %.4f eV" % tuple(edges))
print(f"top minus second edge = {edges[0]-edges[1]:.4f} eV")
print(f"top minus third edge = {edges[0]-edges[2]:.4f} eV")
print("EFFECTS LEFT OUT")
print(f"spin-orbit splitting assumed = {spin_orbit:.3f} eV")
print(f"largest edge change from spin-orbit = {so_change:.4f} eV")
print(f"total-splitting change, D4 larger by 20% = {off_change:.4f} eV")
print(f"largest edge change if remainder kept = {kept_change:.4f} eV")
print(f"second-order strain, tight-binding model = {second_order:.4f} eV")
print(f"its ratio on doubling the strain = {order_ratio:.2f} (no unit)")
print(f"piezo constants e31, e33 = {e31}, {e33} C/m^2; "
      f"relative permittivity = {permittivity:.0f}")
print(f"unscreened piezoelectric field = {piezo_field/1e8:.2f} MV/cm")
print(f"potential drop over 5 angstrom = {piezo_field*5e-10:.3f} eV")
print(f"thermal energy at 300 K = {thermal:.4f} eV")
print("every check passed")
```

It prints:

```
TIGHT-BINDING TEST (homogeneous strain)
bond length = 2.0 angstrom
onsite s, p: anion -12, 0; cation -5, 4 eV
hoppings ss, sp, pp-sigma, pp-pi = -2.5, 3.5, 6.0, -1.5 eV, scaling as 1/length^2
zincblende a, b, d = 2.3851, -5.9628, 3.4427 eV
wurtzite D1 = 6.3604 eV
wurtzite D2 = 0.3975 eV
wurtzite D3 = -5.9628 eV
wurtzite D4 = 2.9814 eV
wurtzite D5 = -0.9938 eV
wurtzite D6 = -7.0273 eV
largest violation of the relations = 4.2e-07 eV
three-fold strength kappa in zincblende = -5.6218 eV
internal shift rate = 0.2 angstrom per unit strain
violations D1-D2+D3, D3+2D4, D3+4D5-sqrt2*D6:
  cubic-like shift: 0.000, 0.000, -3.578 eV
  shift from ezz only: -1.193, -3.578, -3.578 eV
WORKED EXAMPLE (round parameters)
a, b, d = 2.0, -2.0, -5.0 eV
D1 = -3.7735 eV
D2 = 4.8868 eV
D3 = 8.6603 eV
D4 = -4.3301 eV
D5 = -3.8868 eV
D6 = -4.8697 eV
D3+4*D5 = -6.8868 eV; sqrt2*D6 = -6.8868 eV
kappa = 0.6270 eV
strain exx, eyy, ezz, exz = -0.011, -0.009, 0.005, 0.002 (no unit)
crystal-field splitting = 0.020 eV
Hxx, Hyy, Hzz = 0.0411, 0.0255, -0.1166 eV
Hxz = -0.0138 eV
axial splitting, crystal field plus strain = 0.1499 eV
band edges, top to bottom = 0.0423, 0.0255, -0.1178 eV
top minus second edge = 0.0167 eV
top minus third edge = 0.1601 eV
EFFECTS LEFT OUT
spin-orbit splitting assumed = 0.015 eV
largest edge change from spin-orbit = 0.0015 eV
total-splitting change, D4 larger by 20% = 0.0171 eV
largest edge change if remainder kept = 0.0027 eV
second-order strain, tight-binding model = 0.0015 eV
its ratio on doubling the strain = 4.01 (no unit)
piezo constants e31, e33 = -0.5, 1.0 C/m^2; relative permittivity = 10
unscreened piezoelectric field = 1.69 MV/cm
potential drop over 5 angstrom = 0.085 eV
thermal energy at 300 K = 0.0259 eV
every check passed
```
